Radio-frequency enhancement in ferromagnetic domains and domain walls

**1. What symmetry and dimensions fix**

A nucleus in a ferromagnet feels a hyperfine field of magnitude B_hf, taken here as rigidly antiparallel to the local magnetization. If a small radio-frequency field H1 turns the magnetization through a small angle, the hyperfine field turns with it and acquires a transverse part B_hf × (angle). The enhancement η is this part divided by H1.

In linear response the angle is H1 divided by a restoring field. Inside a domain, a uniform rotation is opposed only by the anisotropy energy, whose density is K sin²θ, with θ measured from the easy axis z. The applied field acts through the energy density −M·H1. With shape effects set aside until section 6, only the ratio K/M can enter, and it is a field. Hence

η_d = constant × B_hf M/K.

A domain wall has another symmetry. In a uniform material it can be moved without any cost in energy, so its response is limited by whatever breaks translation invariance. Let that be a weak modulation of the anisotropy,

K(x) = K(1 − κ cos qx), 0 < κ ≪ 1,

with the wall resting at the minimum x = 0. If A is the exchange stiffness, the one length made from A and K is Δ = √(A/K). The ratio of wall to domain enhancement is therefore a function of κ and qΔ. It must diverge as κ → 0, and also as q → 0, where the material becomes uniform again. It is even in q. For a restoring force that starts linearly in κ and quadratically in q, the expected form is

η_w/η_d = [C/(κ(qΔ)²)] [1 + a(qΔ)² + bκ + …].

The calculation below confirms this form and gives C = 2, a = π²/24 and b = −1. The prefactor is the further enhancement by wall motion; it is large when the modulation is shallow or slow on the scale Δ. A modulation much faster than Δ also pins weakly, because the wall averages it out (section 4), but that case lies outside this expansion.

Gaussian units are used. H1 is the amplitude of a linearly polarized field inside the sample, and there is no static applied field.

**2. Inside a domain**

Let H1 point along y, perpendicular to the easy axis. The energy density is

E = K sin²θ − M H1 sinθ.

Setting its derivative to zero gives

2K sinθ cosθ − M H1 cosθ = 0.

For small θ the factor cosθ is not zero and may be divided out:

sinθ = H1/H_A, H_A = 2K/M.

The field at the nucleus is −B_hf times the unit vector along M, plus H1 itself. Its transverse component is

−B_hf H1/H_A + H1 = −(η_d − 1)H1, η_d = B_hf/H_A.

The direct field thus subtracts one unit. For a hyperfine field parallel to M it would add one.

The modulation of K does not change the mean tilt at first order in κ. For small angles the equilibrium condition is −2Aθ'' + 2K(1 − κ cos qx)θ = M H1. Write θ = (H1/H_A)(1 + κf) and average over one period. The exchange term integrates to zero, and so does cos qx, which leaves the mean of f equal to zero at this order.

A linear field of amplitude b consists of two counter-rotating fields of amplitude b/2, and near resonance one of them drives the nucleus. The nuclear Rabi frequency is therefore

Ω = γ_n(η_d − 1)H1/2,

where γ_n is the nuclear gyromagnetic ratio. A 90° pulse lasts π/(2Ω).

**3. The wall and its displacement**

Consider a 180° Bloch wall with normal x, in which the magnetization turns within the wall plane from +z on the left to −z on the right. For uniform K its energy per unit area is

σ = ∫ [A(θ')² + K sin²θ] dx.

The condition for a minimum is Aθ'' = K sinθ cosθ. Multiplying by 2θ' and integrating gives

A(θ')² = K sin²θ.

The integration constant is zero because θ' and sinθ both vanish in the domains. Hence θ' = sinθ/Δ, with the solution

θ = 2 arctan exp(x/Δ), sinθ = sech(x/Δ), θ' = sech(x/Δ)/Δ.

The two terms of the energy are equal, so

σ = 2K ∫ sech²(x/Δ) dx = 4KΔ.

Now let H1 point along +z. If the wall moves to the right by X, a layer of thickness X changes its magnetization from −M to +M. The Zeeman energy per area changes by −2M H1 X. With a restoring stiffness k per unit area, the energy is

−2M H1 X + kX²/2,

and its minimum lies at

X = 2M H1/k.

The displaced profile is θ(x − X) ≈ θ(x) − Xθ'(x). Each spin turns towards H1 by (X/Δ) sech(x/Δ). At the wall centre the enhancement is

η_w = B_hf X/(Δ H1) = 2M B_hf/(kΔ),

and it falls off as sech(x/Δ) away from the centre. Dividing by η_d = B_hf M/(2K) gives

η_w/η_d = 4K/(kΔ).

The wall wins because its spins are turned by a displacement, which need not work against the full anisotropy energy. The gain is large when k ≪ 4K/Δ.

**4. The stiffness and the correction in qΔ**

To first order in κ the energy change may be evaluated with the undeformed wall, since that profile is already a minimum. With u = x − X,

E_pin(X) = −κK ∫ cos(qu + qX) sech²(u/Δ) du = −κK J cos qX.

The sine part has dropped out because it is odd in u. The remaining integral is

J = ∫ cos(qu) sech²(u/Δ) du.

Put u = Δt and p = qΔ > 0, so that J = ΔI with I = ∫ exp(ipt) sech²t dt. Raising the integration line by iπ leaves sech²t unchanged and multiplies the exponential by exp(−πp). Between the two lines there is one double pole, at t = iπ/2. Near it, with t = iπ/2 + ε,

sech²t = −1/ε² + …, exp(ipt) = exp(−πp/2)(1 + ipε + …).

The residue is −ip exp(−πp/2), and the residue theorem gives

[1 − exp(−πp)] I = 2πi × [−ip exp(−πp/2)] = 2πp exp(−πp/2).

Multiplying both sides by exp(πp/2) leads to I = πp/sinh(πp/2), or

J = 2Δs, s = y/sinh y, y = πqΔ/2.

The stiffness is the second derivative of E_pin at X = 0:

k = κK J q² = 2κKΔq²s.

The ratio of enhancements becomes

η_w/η_d = 2/[κ(qΔ)²s].

For small y, 1/s = sinh y/y = 1 + y²/6 + …, and y²/6 = π²(qΔ)²/24. This fixes C = 2 and a = π²/24. The correction is positive because a wall of finite width averages over the modulation and feels a weaker pinning force.

The linear response requires X ≪ Δ and qX ≪ 1. The largest pinning force is κKJq = k/q. Equating it to the Zeeman force 2MH gives the depinning field k/(2Mq), which H1 must stay well below.

**5. The correction in κ**

The wall also adjusts its own width to the local anisotropy. This effect is simple when qΔ → 0, for then K is nearly constant across the wall. The wall energy at position X is

σ(X) = 4√(A K(X)) = 4KΔ (1 − κ cos qX)^(1/2).

Near X = 0, cos qX = 1 − q²X²/2, so the bracket is 1 − κ + κq²X²/2. Expanding the square root to order X² gives

k = 2κKΔq²/√(1 − κ).

The width parameter at the minimum is Δ₀ = Δ/√(1 − κ). The enhancement contains 1/(kΔ₀), hence

1/(kΔ₀) = (1 − κ)/(2κKΔ²q²).

In this limit the relative correction is −κ, which gives b = −1. Half of it comes from the larger stiffness and half from the broader wall, whose spins turn less for a given displacement. Together,

η_w/η_d ≈ [2/(κ(qΔ)²)] [1 + π²(qΔ)²/24 − κ],

with terms of order κ(qΔ)², (qΔ)⁴ and κ² left out.

**6. Sample shape**

If the field is specified outside the sample, demagnetization adds a restoring force. Let N be the demagnetizing factor, N = 4π/3 for a sphere, and treat the demagnetizing field as a uniform mean field. This requires domains much narrower than the sample.

With one wall per domain width d, each moving so that the favoured domains grow, the mean magnetization is 2MX/d. The demagnetizing energy per volume is (N/2)(2MX/d)². Multiplying by d gives 2NM²X²/d per wall area. Adding this to kX²/2 replaces

k by k + 4NM²/d.

For domain rotation in the multidomain state, the mean magnetization along z is zero and the tilt produces a mean transverse magnetization M sinθ, so the added energy density is (N/2)M² sin²θ. The equilibrium condition becomes (2K + NM²) sinθ = M H_ext, so H_A is replaced by H_A + NM.

When demagnetization alone restrains the walls, k = 0 and

η_w/η_d = (d/2Δ)[1 + H_A/(NM)].

The ratio is then governed by the domain width over the wall width: for NM ≫ H_A both mechanisms produce the same mean magnetization H_ext/N, and the walls do so by turning their few spins through larger angles. The bracket accounts for the smaller rotation when H_A is not negligible.

**7. Finite frequency**

The wall must follow the field at the nuclear frequency ω. To move, it needs a small tilt φ of its spins out of the wall plane. This creates a demagnetizing field 4πMφ sinθ along the normal. Exchange and uniaxial anisotropy exert no torque for a uniform φ, because they are unchanged by a rotation of all spins about z.

Precession about the normal field turns the spins in the wall plane at the rate γ4πMφ sinθ, with γ = e/(mc) for the electron. A wall of speed v requires the rate vθ' = v sinθ/Δ. Therefore

v = 4πγMΔφ.

The energy of the tilt per area is 2πM²φ² ∫ sin²θ dx = 4πM²Δφ². Inserting φ gives v²/(4πγ²Δ), which is a kinetic energy m_w v²/2 with

m_w = 1/(2πγ²Δ).

Gilbert damping α dissipates the power (αM/γ)(rate of turning)² per volume. Its integral over the wall is (αM/γ)v² ∫ (θ')² dx = 2αMv²/(γΔ). This equals βv² with drag coefficient

β = 2αM/(γΔ).

The driven wall obeys m_w X'' + βX' + kX = 2M H1 cos ωt, where primes on X denote time derivatives. Its amplitude is

|X| = 2M H1/|k − m_wω² − iωβ|.

The static estimate holds if m_wω² and ωβ are small compared with k. Far above the wall resonance √(k/m_w), inertia suppresses the gain.

**8. Numerical estimate**

Take a model magnet with B_hf = 2 × 10⁵ G, M = 1000 G, K = 10⁶ erg/cm³ and A = 10⁻⁶ erg/cm. Then

H_A = 2 × 10⁶/1000 = 2000 G,

η_d = 2 × 10⁵/2000 = 100,

Δ = √(10⁻⁶/10⁶) = 10⁻⁶ cm.

For the pinning take κ = 0.02 and a period of 2 × 10⁻⁵ cm, so that qΔ = 0.314. The formula of section 4 gives k = 3.79 × 10⁹ erg/cm⁴, far below 4K/Δ = 4 × 10¹² erg/cm⁴. Hence

η_w = 2 × 1000 × 2 × 10⁵/(3.79 × 10⁹ × 10⁻⁶) ≈ 1.055 × 10⁵.

Wall motion raises the enhancement by a further factor of about 1055 in the rigid-wall formula, three orders of magnitude.

The expansion shows how this number is built:

leading term: 2/(0.02 × 0.3142²) ≈ 1013,

correction in qΔ: π² × 0.314²/24 ≈ +0.041,

correction in κ: −0.020,

result: 1013 × 1.021 ≈ 1034.

A nonlinear micromagnetic solution, in which the wall may deform, gives η_w ≈ 1.037 × 10⁵, or a ratio of about 1037 (a finite-difference mesh of 0.05Δ gives 1038, a shift of 0.03%). It lies 1.6% below the rigid-wall formula, relative to that formula. At a quarter of the modulation depth the difference is 0.4%, as expected for a correction linear in κ. The limit qΔ → 0 would give 2% and 0.5%. The remaining gap is the omitted term of order κ(qΔ)². Numerical solutions at smaller qΔ give it as about +2κ(qΔ)², and the effective coefficient is 1.8 at qΔ = 0.314. This coefficient has not been derived here.

With H1 = 0.01 G, the wall moves by 5.3 × 10⁻⁹ cm and its central spins turn by 5.3 × 10⁻³ rad. The domain spins turn by 5 × 10⁻⁶ rad. The depinning field is 6 G, and the displacement reaches Δ at about 1.9 G, so the response is well within the linear range.

For γ_n/2π = 500 Hz/G the nuclear frequency is 500 × 2 × 10⁵ Hz = 100 MHz. The undamped wall resonance √(k/m_w)/2π lies at 432 MHz. With α = 0.01 it is strongly damped, √(k m_w)/β ≈ 1.2, so the amplitude formula of section 7 has only a broad maximum near 350 MHz, about 1.35 times the static value. The frequency γH_A/2π is 5.6 GHz, so domain rotation is nearly quasi-static. Without demagnetization, the circular component that drives the nucleus is raised by 1/(1 − ω/γH_A), about 2%. With α = 0.01, wall dynamics raises the rigid-wall η_w from 1.055 × 10⁵ to 1.093 × 10⁵, by about 4%. The linearized Landau-Lifshitz-Gilbert equations give 1.075 × 10⁵, likewise about 4% above the static micromagnetic value 1.037 × 10⁵. The transverse field amplitudes at the nuclei are about 1 G in a domain and 1.1 kG at a wall centre. The 90° pulse lengths are

domain: 1.0 ms, wall centre: 0.9 μs.

Nuclei elsewhere in the wall need longer pulses, because of the sech fall-off.

These dynamic figures include Gilbert damping only, so they apply to an insulator or to a very thin conductor. A magnetization of 1000 G is typical of metals, where eddy currents add drag. For a resistivity of 10 μΩ cm and a single wall in a plate 10 μm thick, the eddy drag is about 8.6 g/(cm² s), against 1.1 from α = 0.01. The wall response at 100 MHz then falls to about half its static value.

For a sphere with d = 10⁻³ cm in an external field, NM = 4189 G and 4NM²/d = 1.68 × 10¹⁰ erg/cm⁴. The static enhancements relative to the external field become

η_d = 2 × 10⁵/(2000 + 4189) ≈ 32,

η_w = 4 × 10⁸/[10⁻⁶ × (0.38 + 1.68) × 10¹⁰] ≈ 1.9 × 10⁴.

Their ratio is about 600. Without pinning it would be 500 × (1 + 2000/4189) ≈ 740. In this model shape lowers both enhancements but leaves more than two orders of magnitude between them. The estimate assumes flat walls, the cosine pinning and a field that penetrates the whole sample. In a metal of 10 μΩ cm the skin depth at 100 MHz would be about 4 μm, less than d. With K/(2πM²) = 0.16, a real sample would also tend to form closure domains, which the mean field leaves out.

Strong pinning removes most of the gain. For κ = 0.5 and qΔ = 1, outside the range of the expansion, the micromagnetic solution gives an η_w of only 5.4 times B_hf/H_A. At this depth the mean domain tilt is itself about 7% larger than H1/H_A, an effect of order κ², so the ratio of wall to domain enhancement is about 5.0. A sample magnetized to a single domain has no walls, and only rotation remains. For a single-domain sphere the demagnetizing energy does not depend on the direction of M, so the shape term NM drops out, and a static field H0 along the easy axis gives η = B_hf/(H_A + H0) relative to the external field.

The numerical check tests the domain and wall responses, the wall dynamics and the nuclear Rabi frequency against independent numerical solutions. The shape correction is checked only within the same mean-field assumption, using the numerically computed moments.

Calculated quantities

```
hyperfine field B_hf = 2e+05 G
magnetization M = 1000 G
anisotropy K = 1e+06 erg/cm^3
exchange stiffness A = 1e-06 erg/cm
domain width d = 0.001 cm
pinning depth kappa = 0.02
pinning period = 2e-05 cm
Gilbert damping alpha = 0.01
nuclear gamma_n/2pi = 500 Hz/G
rf amplitude H1 = 0.01 G
anisotropy field H_A = 2000 G
domain tilt H1/H_A = 5.000e-06 rad
domain enhancement eta_d = 100
domain enhancement, micromagnetic = 100.02
Rabi factor from precession (eta_d - 1) = 99
wall width parameter Delta = 1.000e-06 cm
wall energy sigma = 4 erg/cm^2
pinning wave number times Delta = 0.3142
wall stiffness k = 3.7920e+09 erg/cm^4
stiffness scale 4K/Delta = 4.000e+12 erg/cm^4
wall displacement X = 5.274e-09 cm
tilt at wall centre X/Delta = 5.274e-03 rad
depinning field = 6.04 G
wall enhancement eta_w = 1.0548e+05
wall enhancement, micromagnetic = 1.0378e+05
relative error of rigid-wall formula = -1.62 %
same at a quarter of the depth = -0.39 %
largest deviation from sech profile = 0.0063
ratio eta_w/eta_d = 1055
strongly pinned wall (kappa 0.5, q Delta 1): ratio = 5.36
sphere: N M = 4189 G
sphere: shape stiffness 4NM^2/d = 1.6755e+10 erg/cm^4
sphere, external field: eta_d = 32.32
sphere, external field: eta_w = 1.9467e+04
sphere, external field: ratio = 602.4
sphere, unpinned walls: ratio = 738.7
nuclear frequency = 100 MHz
gamma_e H_A/2pi = 5598 MHz
wall mass = 5.1449e-10 g/cm^2
wall drag = 1.137 g/(cm^2 s)
wall resonance = 432.1 MHz
wall enhancement at nuclear frequency = 1.0931e+05
same from Landau-Lifshitz-Gilbert = 1.0751e+05
at three times that frequency, formula = 1.3759e+05
same from Landau-Lifshitz-Gilbert = 1.3560e+05
transverse field, domain = 1 G
transverse field, wall centre = 1093 G
90-degree pulse, domain = 1010 microseconds
90-degree pulse, wall centre = 0.9148 microseconds
```
